# Trigonometric and hyperbolic potentials in an undoped asymmetric double-gate film

## One gate on a thick film

Let an undoped semiconductor fill the half-space $x>0$, with a gate near $x=0$ that attracts electrons. Measure the electrostatic potential $\psi$ so that the electron density is $n=n_i e^{\psi/\varphi}$, where $n_i$ is the intrinsic density and $\varphi=kT/q$ the thermal voltage. This assumes classical, non-degenerate electrons with one quasi-Fermi level throughout $x$, taken as the zero of potential. Holes are dropped. The electron charge is $-q$, so Poisson's equation is $\psi''=qn/\varepsilon$, with $\varepsilon$ the permittivity. With

$$u=\frac{\psi}{\varphi},\qquad L^2=\frac{\varepsilon\varphi}{q n_i},\qquad u''=\frac{e^{u}}{L^2}, \tag{1}$$

multiply by $2u'$. The left side becomes $(u'^2)'$ and the right side $(2e^u/L^2)'$, so

$$g=u'^2-\frac{2e^{u}}{L^2} \tag{2}$$

does not depend on $x$. If field and density both die out far from the gate, then $g=0$. The potential falls away from the gate, hence $u'=-\sqrt2\,e^{u/2}/L$. The quantity $w=e^{-u/2}$ then has the constant slope $w'=-\tfrac12u'w=1/(\sqrt2L)$, and

$$w=\frac{x+a}{\sqrt2\,L},\qquad e^{u}=\frac{2L^2}{(x+a)^2}. \tag{3}$$

The length $a>0$ is set by the gate.

Equation (2) is a balance of forces. Multiply it by $\varepsilon\varphi^2/2$ and use $\varepsilon\varphi^2/L^2=qn_i\varphi=n_ikT$:

$$\frac{\varepsilon\varphi^2}{2}\,g=\frac{\varepsilon}{2}\psi'^2-nkT. \tag{4}$$

The difference between the field stress and the pressure of the electron gas is uniform. In the half-space of this electrons-only model the two are equal at every depth. In a real undoped half-space this holds only at depths much smaller than $L$, because holes matter farther in.

Now cut the material at $x=t$ and put a second gate there. One particular back-gate voltage replaces the missing material without disturbing (3). With the front gate held fixed, any other voltage makes $g$ non-zero, unless it produces the mirror image of (3). The claim is that on a film free of poles, with real constants $k,\kappa>0$ and $x_0$,

$$g=-4k^2<0:\quad e^u=\frac{2L^2k^2}{\cos^2[k(x-x_0)]},\qquad u'=2k\tan[k(x-x_0)], \tag{5}$$

$$g=4\kappa^2>0:\quad e^u=\frac{2L^2\kappa^2}{\sinh^2[\kappa(x-x_0)]},\qquad u'=-2\kappa\coth[\kappa(x-x_0)], \tag{6}$$

while $g=0$ gives (3) or its mirror image.

## First derivation: a linear equation

Keep $w=e^{-u/2}$, now for any $g$. Differentiate $w'=-\tfrac12u'w$ once more and insert (1), then (2):

$$w''=-\tfrac12u''w+\tfrac14u'^2w=\tfrac14\Big(u'^2-\frac{2e^u}{L^2}\Big)w=\frac g4\,w. \tag{7}$$

The nonlinear equation has become linear, with $g$ as its coefficient. Equation (7) has solutions of every amplitude, whereas (1) fixes the amplitude. The missing condition comes from $w'^2=\tfrac14u'^2w^2$, equation (2) and $e^uw^2=1$:

$$w'^2-\frac g4w^2=\frac1{2L^2}. \tag{8}$$

For $g=-4k^2$ the general solution is $w=A\cos[k(x-x_0)]$. The left side of (8) is then $A^2k^2$, so $A=1/(\sqrt2Lk)$, and $e^u=1/w^2$ is (5).

For $g=4\kappa^2$ write $w=\alpha e^{\kappa x}+\beta e^{-\kappa x}$. Then

$$w'^2-\kappa^2w^2=\kappa^2\big[(\alpha e^{\kappa x}-\beta e^{-\kappa x})^2-(\alpha e^{\kappa x}+\beta e^{-\kappa x})^2\big]=-4\alpha\beta\kappa^2.$$

By (8) this must be positive, so $\alpha$ and $\beta$ have opposite signs. That is a hyperbolic sine, $w=\pm\sinh[\kappa(x-x_0)]/(\sqrt2L\kappa)$, with the sign that makes $w$ positive on the film. This gives (6). A hyperbolic cosine has $\alpha\beta>0$ and would need a negative electron density. The slopes in (5) and (6) follow from $u'=-2w'/w$.

For $g=0$, (8) gives $w'=\pm1/(\sqrt2L)$, which is (3) or its mirror image.

The solution with given $u(0)$ and $u'(0)$ can be written for all $g$ at once. Since $w'(0)=-\tfrac12u'(0)w(0)$,

$$\frac{w(x)}{w(0)}=c(x)-\frac{u'(0)}2S(x),\quad c=\sum_{m\ge0}\frac{(gx^2/4)^m}{(2m)!},\quad S=x\sum_{m\ge0}\frac{(gx^2/4)^m}{(2m+1)!}. \tag{9}$$

The functions $c$ and $S$ are $\cos kx$ and $\sin(kx)/k$ for $g=-4k^2$, $\cosh\kappa x$ and $\sinh(\kappa x)/\kappa$ for $g=4\kappa^2$, and $1$ and $x$ for $g=0$. They are smooth in $g$, so the potential changes smoothly when $g$ passes zero. The change of branch is a change of function names, with no jump in any physical quantity.

## Second derivation: the field as the variable

Let $s=u'$. Equation (1) says $s'=e^u/L^2$, and (2) expresses the right side through $s$ alone:

$$s'=\tfrac12(s^2-g). \tag{10}$$

The density is positive, so $s^2>g$ and $s$ rises with $x$. We may therefore divide and integrate $dx=2\,ds/(s^2-g)$.

For $g=-4k^2$,

$$x-x_0=\int\frac{2\,ds}{s^2+4k^2}=\frac1k\arctan\frac{s}{2k},\qquad s=2k\tan[k(x-x_0)].$$

No second integration is needed for the potential, because (10) gives

$$e^u=\tfrac12L^2(s^2+4k^2)=2L^2k^2(1+\tan^2[k(x-x_0)]),$$

which is (5).

For $g=4\kappa^2$ use partial fractions:

$$\frac{2}{s^2-4\kappa^2}=\frac1{2\kappa}\Big(\frac1{s-2\kappa}-\frac1{s+2\kappa}\Big),\qquad \frac{s-2\kappa}{s+2\kappa}=e^{2z},\quad z=\kappa(x-x_0).$$

The ratio is positive because $|s|>2\kappa$. Solving for $s$ gives $s(1-e^{2z})=2\kappa(1+e^{2z})$, that is $s=-2\kappa\coth z$. Then $e^u=\tfrac12L^2(s^2-4\kappa^2)=2L^2\kappa^2(\coth^2z-1)$, which is (6). The range $|s|<2\kappa$ would have led to a hyperbolic tangent. It is excluded for the same reason as the cosine before: it needs negative density.

For $g=0$, $x-x_0=-2/s$, and $e^u=\tfrac12L^2s^2=2L^2/(x-x_0)^2$.

## What each derivation assumes

Both rest on (1): no fixed charge, one carrier type, a flat quasi-Fermi level across the film and a local density. They differ in how they use the exponential law and the sign of the charge.

The first derivation needs the exponential law, since the cancellation in (7) depends on it. It never divides by a quantity that might vanish, and it treats all $g$ together. Positive density enters at the end, through (8).

The second uses positive density at the start, and its reduction to an integral survives a change of statistics. For a degenerate gas of pressure $P$, with $dP/d\psi=qn$, Poisson's equation gives $\tfrac\varepsilon2\psi'^2-P=C$ with constant $C$. The density is a function of $P$, so $\psi''=qn/\varepsilon$ is again an equation for $\psi'$ alone. The functions in (5) and (6) are lost, but a point of zero field still requires $C=-P<0$.

Holes break both routes. With $u''=(e^u-e^{-u})/L^2$ the constant is $g=u'^2-2(e^u+e^{-u})/L^2$, and the calculation in (7) gives $w''=(g/4+e^{-u}/L^2)w$, which is not linear. In the second route $s^2-g=4\cosh u/L^2$ and $s'=2\sinh u/L^2$, so

$$s'=\pm\tfrac12\sqrt{(s^2-g)^2-16/L^4}.$$

The integral now contains the root of a quartic and is in general elliptic. The sign rule with elementary functions thus belongs to the one-carrier equation.

## The sign of $g$ and the potential minimum

By (6), $|u'|>2\kappa$ for $g>0$: the potential has no minimum, in the film or in its continuation. For $g<0$ the function (5) has a minimum at $x_0$, but $x_0$ may lie outside the film. A monotonic potential can therefore belong to either branch.

Far from its pole, where $\kappa|x-x_0|\gg1$, the hyperbolic branch becomes a straight line of slope $\pm2\kappa$, the potential of an uncharged film. On the trigonometric branch the film must fit between two poles a distance $\pi/k$ apart, so $k<\pi/t$. The density at the minimum, $2L^2k^2n_i$, then stays below $2\pi^2L^2n_i/t^2$ at any gate voltage, within this model.

## Which gate voltages give which branch

Let $U_1$ and $U_2$ be the front and back gate voltages, measured from flat band and divided by $\varphi$. The insulators have thicknesses $t_1,t_2$ and permittivity $\varepsilon_i$, and there is no interface charge. The slope in the front insulator is $[u(0)-U_1]/t_1$. Continuity of the displacement, and the same argument at the back, give

$$u'(0)=\frac{u(0)-U_1}{\lambda_1},\qquad u'(t)=\frac{U_2-u(t)}{\lambda_2},\qquad \lambda_j=\frac{\varepsilon}{\varepsilon_i}t_j. \tag{11}$$

Fix $U_1$ and choose $u(0)$. Equations (11), (2) and (9) then give the whole potential, and $U_2=u(t)+\lambda_2u'(t)$. Compare two such solutions, and let $d$ be the one with larger $u(0)$ minus the other. Then $d(0)>0$, $d'(0)=d(0)/\lambda_1>0$, and $d''>0$ as long as $d>0$. So $d$ and $d'$ stay positive, and $U_2$ rises strictly with $u(0)$.

It also takes every value. For $u(0)\to-\infty$ the charge vanishes, the initial slope tends to $-\infty$, and $U_2\to-\infty$. As $u(0)$ rises, a zero of $w$ eventually enters the film. By (8) such zeros are simple, so it enters at $x=t$, and there $u$ and $u'$ tend to $+\infty$. Each pair of gate voltages therefore has one solution.

Now let $U_2\le U_1$. Then $u(0)<U_1$; otherwise $u'(0)\ge0$, the potential would rise through the film, and $U_2>u(t)>U_1$. From (2) and (11),

$$\frac{dg}{du(0)}=\frac{2[u(0)-U_1]}{\lambda_1^2}-\frac{2e^{u(0)}}{L^2}<0 .$$

So $g$ falls as the back gate is raised towards the front gate. Its zero follows from (3), where $u'=-2/(x+a)$:

$$U_1=\ln\frac{2L^2}{a^2}+\frac{2\lambda_1}{a},\qquad U_2^{c}=\ln\frac{2L^2}{(t+a)^2}-\frac{2\lambda_2}{t+a}. \tag{12}$$

The first relation falls steadily with $a$ and fixes one $a$ for each $U_1$. For $U_2<U_2^c$ the film is hyperbolic; for $U_2^c<U_2\le U_1$ it is trigonometric. The hyperbolic range ends where the back gate is so negative that holes gather at the back surface and (1) fails; in the example below this sets in near $-0.9$ V. When the back gate is the stronger, the same statement holds with the gates exchanged.

Two limits of (12) are useful. For a very strong front gate $a\to0$, and if $\lambda_2\le t$ the border rises to

$$U_2^{\rm sat}=\ln\frac{2L^2}{t^2}-\frac{2\lambda_2}{t}. \tag{13}$$

Within equation (1), a weaker back gate above this value gives the trigonometric branch however strong the front gate is. In a real film the limit $a\to0$ lies where the gas at the front surface is degenerate and (1) no longer holds. For a weakly charged film $a$ is much larger than $t,\lambda_1,\lambda_2$. To lowest order in their ratios to $a$,

$$U_1-U_2^c\approx\frac{2(t+\lambda_1+\lambda_2)}{a},\qquad a\approx\sqrt2\,L\,e^{-U_1/2}. \tag{14}$$

The trigonometric window then closes around equal gate voltages, because little charge is present to bend the potential.

## A 10 nm film near threshold

Take $t=10$ nm, relative permittivities 12 and 4, insulators of 1 and 2 nm, $n_i=10^{10}$ cm$^{-3}$ and 300 K. Then $\varphi=25.85$ mV, $L=41.41$ µm, $\lambda_1=3$ nm and $\lambda_2=6$ nm. The front gate stays at 0.55 V from flat band, so $U_1=21.275$.

The border has $a=3.398$ nm. In (12), $19.509+1.766=21.275$ confirms the front condition, and $U_2^c=16.77-0.90=15.87$, which is 0.410 V. A direct numerical solution of (1) with (11), searched for $g=0$, gives the same voltage. The potential minimum reaches the back surface when $x_0=t$, which means

$$U_2=\ln(2L^2k^2),\qquad U_1=\ln\frac{2L^2k^2}{\cos^2kt}+2\lambda_1k\tan kt.$$

This happens at 0.457 V. Three back-gate voltages cover the three situations:

| Back gate (V) | $g$ (nm$^{-2}$) | $x_0$ (nm) | Sheet density (cm$^{-2}$) |
|---|---|---|---|
| 0.50 | −0.093 | 6.95 | $1.20\times10^{12}$ |
| 0.43 | −0.0254 | 16.3 | $8.4\times10^{11}$ |
| 0.20 | +0.468 | −3.67 | $2.1\times10^{11}$ |

For the first row, the front surface is at 0.5076 V with $n=3.364\times10^{18}$ cm$^{-3}$. Its slope is $(0.5076-0.55)/3=-0.0141$ V/nm, or $u'(0)=-0.547$ nm$^{-1}$. Then $g=0.299-0.392=-0.093$ nm$^{-2}$ and $k=0.1527$ nm$^{-1}$. From $\tan kx_0=0.547/(2k)=1.79$ follows $x_0=6.95$ nm, a minimum inside the film. Integrating Poisson's equation gives the sheet density $(\varepsilon/q)[\psi'(t)-\psi'(0)]$. The slopes of 0.0396 and −0.1414 MV/cm yield $1.20\times10^{12}$ cm$^{-2}$.

The force balance shows in the pressures. Stress minus gas pressure is $10.6-13.9=-3.3$ kPa at the front and $0.8-4.1=-3.3$ kPa at the back. With the back gate at 0.20 V the values are $23.05-6.41$ and $16.64-0.01$, both $+16.6$ kPa.

At 0.43 V the potential falls all the way across, yet the branch is trigonometric, with its minimum 6.3 nm beyond the back surface. At 0.20 V the back slope is −0.177 MV/cm, which equals the uncharged limit $-2\kappa\varphi$ to the digits given.

The saturated border (13) is $17.35-1.20=16.15$, or 0.4175 V. It is approached only outside the range of (1): at a front gate of 0.7 V the surface density on the border is already 0.9 of a band density of states of $3\times10^{19}$ cm$^{-3}$. With Fermi statistics and $C=0$ as the border, the value passes this ceiling slightly, reaching 0.4179 V at 1.2 V and 0.4185 V at 1.6 V. With the gates exchanged it is $17.35-0.60=16.75$, or 0.433 V. The front gate at 0.55 V lies above that, so equation (1) gives no second border when the back gate is made the stronger.

With the front gate at 0.35 V the film is trigonometric between 0.337 and 0.367 V. Equation (14) gives $a\approx67$ nm and a half-width of 15 mV, against 13 mV below and 17 mV above.

The same numbers describe a channel under drain bias, provided the potential varies slowly along it. Where the quasi-Fermi potential is $V$, both gate voltages are reduced by $V$. At $V=0.20$ V the gates of the first row act as 0.35 and 0.30 V, and 0.30 V lies below the window. A transistor with a long channel can thus be trigonometric at its source and hyperbolic close to its drain.

## Against a real fin transistor

These parameters are round values, roughly typical of undoped fin films near threshold; separately biased gates are a special form of the device. Of the errors across the film estimated here, the neglect of quantum confinement is the largest. In the same fixed potentials, with hard walls, the quantum sheet density is 0.68 of the classical one for a mass of $0.9\,m_0$ and 0.42 for $0.2\,m_0$ with the back gate at 0.50 V. At 0.20 V the fractions are 0.45 and 0.19. Expressed as $\varphi\ln$ of the ratio, these are shifts of 10 to 43 mV. Because the potentials are held fixed, these shifts do not say how far the border itself moves. The label of the 0.43 V case, 20 mV above the border, is therefore shown here only for the classical model. At a given density, degeneracy adds about 2 % to the highest gas pressure, for a rough band density of states of $3\times10^{19}$ cm$^{-3}$. The front insulator field, at most 0.62 MV/cm, is far below the roughly 10 MV/cm at which good oxides break down. A rough tunnelling estimate (barrier 3 eV, mass $0.5\,m_0$) gives 12 A/cm$^2$ through the front insulator; even if that current crossed the film, the quasi-Fermi level would drop, for a mobility of 300 cm$^2$/Vs, by at most about $3\times10^{-7}$ V with the back gate at 0.50 V. In the more depleted film at 0.20 V the drop is of order $10^{-5}$ V, still negligible. Source and drain disturb an uncharged film over a decay length of about 5.5 nm, estimated without lateral field variation in the insulators, so in the middle of a 20 nm channel the slowest disturbance from each end still has $e^{-10/5.5}\approx0.16$ of its initial size. Short channels therefore break the one-dimensional assumption. At 400 K, with a gap of 1.1 eV and the flat-band voltages held fixed, $n_i$ rises to $3.1\times10^{12}$ cm$^{-3}$ and the border moves from 0.410 to 0.359 V. The empirical value for silicon at 400 K is higher, about $5.5\times10^{12}$ cm$^{-3}$, and puts the border near 0.34 V. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Temperature 300 K, thermal voltage 25.852 mV
Film 10 nm, insulators 1 and 2 nm
Permittivities: film 12, insulator 4
Intrinsic density 1.0e+10 cm^-3, L = 41.41 um
lambda1 = 3.0 nm, lambda2 = 6.0 nm
Front gate 0.55 V (from flat band)
Case A: back gate 0.50 V, trigonometric
  g = -0.09325 nm^-2 = -0.00623 (MV/cm)^2
  k or kappa = 0.15268 nm^-1, x0 = 6.953 nm
  psi front 0.5076 V, back 0.4762 V
  dpsi/dx front -0.1414, back 0.0396 MV/cm
  n front 3.364e+18, back 1.001e+18 cm^-3
  field stress front 10.624, back 0.834 kPa
  gas pressure front 13.935, back 4.145 kPa
  sheet density 1.201e+12 cm^-2
Case B: back gate 0.43 V, trigonometric
  g = -0.02536 nm^-2 = -0.00170 (MV/cm)^2
  k or kappa = 0.07963 nm^-1, x0 = 16.345 nm
  psi front 0.5052 V, back 0.4437 V
  dpsi/dx front -0.1492, back -0.0228 MV/cm
  n front 3.073e+18, back 2.839e+17 cm^-3
  field stress front 11.828, back 0.276 kPa
  gas pressure front 12.729, back 1.176 kPa
  sheet density 8.385e+11 cm^-2
Case C: back gate 0.20 V, hyperbolic
  g = 0.46848 nm^-2 = 0.03131 (MV/cm)^2
  k or kappa = 0.34223 nm^-1, x0 = -3.666 nm
  psi front 0.4875 V, back 0.3062 V
  dpsi/dx front -0.2083, back -0.1770 MV/cm
  n front 1.548e+18, back 1.392e+15 cm^-3
  field stress front 23.047, back 16.639 kPa
  gas pressure front 6.413, back 0.006 kPa
  sheet density 2.076e+11 cm^-2
Border g=0: back gate 0.4103 V, a = 3.398 nm
Same border from boundary-value solver 0.4103 V
Minimum reaches back surface at back gate 0.4569 V
Saturated border for strong front gate 0.4175 V
Front gate 0.35 V: trigonometric for back gate
  between 0.3370 and 0.3669 V
Quantum/classical density, case A, mass 0.9 m0: 0.676 (10.1 mV)
Quantum/classical density, case A, mass 0.2 m0: 0.424 (22.2 mV)
Quantum/classical density, case C, mass 0.9 m0: 0.447 (20.8 mV)
Quantum/classical density, case C, mass 0.2 m0: 0.190 (42.9 mV)
Peak density / (rough Nc 3e+19 cm^-3): 0.112
Degeneracy excess of pressure 1.98 %
Largest hole/electron ratio, case C: 5.2e-11
Largest front insulator field 0.62 MV/cm
Tunnelling inputs: 3 eV, 0.5 m0, 300 cm2/Vs
Transmission 3.5e-06, gate current 1.2e+01 A/cm2
Quasi-Fermi drop across film, case A: 3.0e-07 V
Decay length of channel-end effects 5.51 nm
At 400 K (gap 1.1 eV): n_i = 3.14e+12 cm^-3
  border g=0 at back gate 0.3591 V
```
